\section*{Choosing Lax-Friedrichs Dissipation for Level-Set Simulation of a Silicon V-Groove}

\section{The setting and the result}

A level-set etch solver asks for a grid spacing $h$, a time step $\Delta t$ and two dissipation coefficients $A_x,A_y$. For an etch Hamiltonian $H(p_x,p_y)$, the Lax--Friedrichs scheme is monotone if
\begin{equation}
A_x\ge\max\left|\frac{\partial H}{\partial p_x}\right|,\quad
A_y\ge\max\left|\frac{\partial H}{\partial p_y}\right|,\quad
\frac{\Delta t}{h}(A_x+A_y)\le1 .
\label{rule}
\end{equation}
The largest etch rate is not a sufficient coefficient, because the derivatives of $H$ also contain the change of rate with orientation. In the example below the largest rate is $1.5\,\mu$m/min, but monotonicity needs $A_x=1.74$ and $A_y=2.48\,\mu$m/min.

The example is a long groove along $\langle110\rangle$ in (100) silicon. Its section has lateral coordinate $x$ and depth $y$, and the mask opening is $|x|<W/2$. With $\alpha$ the angle between \{111\} and the wafer surface ($\tan\alpha=\sqrt2$), the late groove is bounded by
\begin{equation}
x\sin\alpha+y\cos\alpha=\frac W2\sin\alpha+R_{111}t
\label{wall}
\end{equation}
and its mirror image, and by a flat \{100\} floor until the walls meet. With the coefficients of (\ref{rule}), the computed profile approaches these facets with an error proportional to $h$. At $h=0.025\,\mu$m the mean depth error is $0.03\,\mu$m for a closed groove $7.175\,\mu$m deep.

\section{From etch rate to Hamiltonian}

Let $\phi<0$ in the etchant and $\phi>0$ in the silicon. A point $\mathbf r(t)$ of the front keeps $\phi(\mathbf r(t),t)=0$, so $\phi_t+\dot{\mathbf r}\cdot\nabla\phi=0$. The normal $\mathbf n=\nabla\phi/|\nabla\phi|$ points into the silicon and $\dot{\mathbf r}\cdot\mathbf n=R(\mathbf n)$. Hence
\begin{equation}
\phi_t+H(\nabla\phi)=0,\qquad H(\mathbf p)=|\mathbf p|\,R(\mathbf p/|\mathbf p|).
\end{equation}
Write $\mathbf p=r(\sin\theta,\cos\theta)$, with $\theta$ measured from the \{100\} normal. Then $H=rR(\theta)$, and the gradient in polar coordinates is
\begin{equation}
\nabla_pH=R(\theta)(\sin\theta,\cos\theta)+R'(\theta)(\cos\theta,-\sin\theta).
\end{equation}
Its length is $\sqrt{R^2+R'^2}$. A steep rise of $R$ beside a slow facet therefore raises the required dissipation.

The rate is prescribed at \{100\}, \{311\}, \{111\} and \{110\}, at $\theta=0$, $\gamma=25.24^\circ$, $\alpha=54.74^\circ$ and $90^\circ$, where $\tan\gamma=\sqrt2/3$. The values are $1$, $1.5$, $0.01$ and $1.5\,\mu$m/min. Between neighbouring normals $\mathbf n_k,\mathbf n_{k+1}$ we take $H=\mathbf V_k\cdot\mathbf p$, with $\mathbf V_k$ fixed by $\mathbf V_k\cdot\mathbf n_k=R_k$ and $\mathbf V_k\cdot\mathbf n_{k+1}=R_{k+1}$. In $\mu$m/min,
\begin{equation}
\begin{aligned}
\mathbf V_0&=(1.397,\,1.000),\\
\mathbf V_1&=(-1.741,\,2.479),\\
\mathbf V_2&=(1.500,\,-2.104).
\end{aligned}
\end{equation}
The largest magnitudes in the two columns are the required $A_x$ and $A_y$.

For $p_x,p_y\ge0$ the three pieces combine into
\begin{equation}
H=\max\{\min(\mathbf V_0\cdot\mathbf p,\mathbf V_1\cdot\mathbf p),\mathbf V_2\cdot\mathbf p\},
\end{equation}
and other quadrants use $|p_x|,|p_y|$. The first two pieces are equal at \{311\}, and their minimum selects the proper one on either side. The third equals the second at \{111\} and exceeds it beyond.

To see the nonconvexity, decompose $\mathbf n_{311}=a\,\mathbf n_{100}+b\,\mathbf n_{111}$, which gives $a=0.603$, $b=0.522$. A convex $H$ would obey
\begin{equation}
R_{311}\le aR_{100}+bR_{111}=0.608\ \mu\text{m/min}.
\end{equation}
The prescribed value is 1.5.

\section{The facets that survive}

The initial cavity is a shallow groove with \{311\} walls ending at the mask edges. The mask is a rigid lid, modelled by reflection at $y=0$. With $s=\sin\gamma=0.4264$ and $k=\cos\gamma=0.9045$,
\begin{equation}
\phi_0=s(|x|-W/2)+k|y| .
\end{equation}
For $x,y\ge0$, near the zero level, the solution is the largest of three planes:
\begin{equation}
\begin{aligned}
\ell_{311}&=sx+ky-sW/2-R_{311}t,\\
\ell_{100}&=k(y-R_{100}t)-sW/2,\\
\ell_{111}&=s\left(x+\frac{y}{\sqrt2}-\frac W2-\frac{R_{111}t}{\sin\alpha}\right).
\end{aligned}
\label{planes}
\end{equation}
Each satisfies $\ell_t=-H(\nabla\ell)$. At $t=0$ the first is the largest, since $k>s/\sqrt2$, so the initial condition is met.

The corners need a criterion, and the viscosity solution supplies it. A smooth function touching a maximum of planes from below at a corner has gradient $\sum\lambda_i\mathbf p_i$ and time derivative $-\sum\lambda_iH(\mathbf p_i)$, where $\lambda_i\ge0$ and $\sum\lambda_i=1$. The viscosity condition $\phi_t+H\ge0$ then reads
\begin{equation}
H\Big(\sum_i\lambda_i\mathbf p_i\Big)\ge\sum_i\lambda_iH(\mathbf p_i).
\label{corner}
\end{equation}
No smooth function touches such a corner from above, so there is no second condition. Where \{311\} meets \{100\} or \{111\}, $H$ is linear between the two gradients and (\ref{corner}) holds with equality. Three other kinds of corner occur.
\begin{itemize}
\item Between \{100\} and \{111\}, $H$ is a minimum of two linear functions. It is therefore concave there, and (\ref{corner}) holds.
\item Where two \{111\} walls meet at $x=0$, the gradients are $(\pm s,s/\sqrt2)$. On each half of the segment joining them $H$ is concave, and its midpoint value $R_{100}s/\sqrt2$ exceeds the end value $sR_{111}/\sin\alpha$. The condition holds.
\item Where a wall meets its reflection at the mask, $H$ runs linearly from $sR_{111}/\sin\alpha$ to $sR_{110}$ at the midpoint. The condition holds if $R_{110}\sin\alpha\ge R_{111}$, as it does here.
\end{itemize}
The same inequalities cover the moments when three planes meet. The two initial \{311\} walls fail the test at $x=0$: the midpoint value is $kR_{100}=0.90$, below 1.5. That is why a \{100\} floor opens there.

A silicon ridge is the opposite case. Its $\phi$ is a minimum of planes, the touching function lies above, and the inequality in (\ref{corner}) reverses. A ridge between \{100\} and \{111\} fails it, because \{311\} is fast. Fast facets then appear, and (\ref{planes}) must not be used for mesas.

Setting the planes to zero gives the facet positions. The floor is at
\begin{equation}
y=\frac W2\tan\gamma+R_{100}t ,
\end{equation}
and the wall is (\ref{wall}), with undercut $R_{111}t/\sin\alpha$ on each side. At the corner of floor and wall, $\mathbf r\cdot\mathbf n_{311}$ is $a$ times the floor offset plus $b$ times the wall offset. The \{311\} facet vanishes when its own offset reaches this value:
\begin{equation}
\frac W2s+R_{311}t=a\left(\frac W2\tan\gamma+R_{100}t\right)+b\left(\frac W2\sin\alpha+R_{111}t\right).
\end{equation}
The lateral components of the decomposition give $b\sin\alpha=s$, so two terms cancel. For $W=10\,\mu$m the initial depth is $2.357\,\mu$m and
\begin{equation}
t_{311}=\frac{0.603\times2.357}{1.5-0.608}=1.59\ \text{min}.
\end{equation}
The floor closes when it reaches the intersection of the walls:
\begin{equation}
t_V=\frac{(W/2)(\tan\alpha-\tan\gamma)}{R_{100}-R_{111}\tan\alpha/\sin\alpha}
=\frac{4.714}{0.9827}=4.80\ \text{min}.
\end{equation}

\section{Why the coefficients must obey the rule}

On a square grid one step of the scheme is
\begin{equation}
\begin{aligned}
\phi_{ij}^{\rm new}=\phi_{ij}&-\Delta t\,H(\bar p_x,\bar p_y)
+\frac{\Delta t}{2h}\big[A_x(\phi_{i+1,j}-2\phi_{ij}+\phi_{i-1,j})\\
&+A_y(\phi_{i,j+1}-2\phi_{ij}+\phi_{i,j-1})\big],
\end{aligned}
\end{equation}
with central slopes such as $\bar p_x=(\phi_{i+1,j}-\phi_{i-1,j})/2h$. Differentiation with respect to the old values gives
\begin{equation}
\frac{\partial\phi_{ij}^{\rm new}}{\partial\phi_{i\pm1,j}}
=\frac{\Delta t}{2h}\left(A_x\mp\frac{\partial H}{\partial p_x}\right),\quad
\frac{\partial\phi_{ij}^{\rm new}}{\partial\phi_{ij}}
=1-\frac{\Delta t}{h}(A_x+A_y),
\end{equation}
and the $y$ neighbours behave likewise. Requiring all these to be nonnegative gives (\ref{rule}). Raising $\phi$ anywhere then cannot lower it elsewhere.

By the standard convergence theorem, a consistent monotone scheme tends to the viscosity solution for nonconvex $H$ too. The general guarantee for its error is of order $\sqrt h$; the first-order behaviour below belongs to this example.

Suppose both coefficients are set to the largest rate, with $\Delta t/h=0.9/(1.741+2.479)=0.213$ min/$\mu$m. One neighbour coefficient becomes
\begin{equation}
\tfrac12(0.213)(1.5-2.479)=-0.104 ,
\end{equation}
and monotonicity is lost. At $h=0.1\,\mu$m, with the time step unchanged, the mean depth error rises from 0.098 to $0.51\,\mu$m at 3 min and from 0.12 to $1.76\,\mu$m at 6 min. Halving $h$ does not reduce these errors. The damage comes from $A_y$: lowering $A_x$ alone to 1.5 leaves errors of 0.096 and $0.064\,\mu$m on this grid. The rule is a guarantee of convergence, and a mild violation need not show in a given run.

\section{Reading the computed errors}

The simulation covers $0\le x\le9\,\mu$m and $0\le y\le10\,\mu$m with reflection at all four sides. Enlarging both lengths by $2\,\mu$m moves the centre depth by less than 1 nm at $h=0.1\,\mu$m. The front is located by linear interpolation of $\phi$. The mean error below is the area between computed and exact half-profiles divided by $W/2$. All entries are in $\mu$m.
\begin{center}
\begin{tabular}{ccccc}
 & \multicolumn{2}{c}{3 min} & \multicolumn{2}{c}{6 min}\\
$h$ & centre & mean error & centre & mean error\\
0.200 & 5.275 & 0.201 & 6.775 & 0.233\\
0.100 & 5.326 & 0.098 & 6.972 & 0.120\\
0.050 & 5.342 & 0.049 & 7.073 & 0.060\\
0.025 & 5.350 & 0.024 & 7.124 & 0.030\\
exact & 5.357 & & 7.175 &
\end{tabular}
\end{center}
Between the two finest grids the observed order is 1.0 at both times. The computed groove is too shallow, and most of the error can be traced.

\paragraph{Floor.} While the floor opens near $x=0$, write $\phi=ky-kR_{100}t+g_i(t)$ and $u_i=(g_{i+1}-g_i)/h$. Here $H=c|p_x|+R_{100}p_y$, with $c=1.397\,\mu$m/min the first component of $\mathbf V_0$. Writing $A$ for $A_x$ and using reflection at $i=0$,
\begin{equation}
\dot g_0=Au_0,\qquad
\dot g_i=\frac{A-c}{2}u_i-\frac{A+c}{2}u_{i-1}\quad(i\ge1).
\end{equation}
Each slope falls from $s$ to zero. Let $U_i=\int u_i\,dt$. Integrating $h\dot u_i=\dot g_{i+1}-\dot g_i$ gives
\begin{equation}
\begin{aligned}
-sh&=\frac{A-c}{2}U_{i+1}-AU_i+\frac{A+c}{2}U_{i-1}\quad(i\ge1),\\
-sh&=\frac{A-c}{2}U_1-\frac{3A+c}{2}U_0 .
\end{aligned}
\end{equation}
The solution without exponential growth in $i$ is $U_i=(sh/c)(i+\tfrac12)$, as substitution confirms. Thus $g_0$ rises by $AU_0=Ash/2c$. Division by the vertical slope $k$ gives the depth lag
\begin{equation}
\delta_{\rm floor}=\frac{A_x\tan\gamma}{2c}\,h=0.294\,h .
\label{floorlag}
\end{equation}
At $h=0.025\,\mu$m this is 7.3 nm, which is also the computed lag. Excess $A_x$ increases this lag in proportion.

At $h=0.2\,\mu$m the lag is larger, $0.41h$. The derivation assumes that $\phi$ follows $\ell_{100}$ well behind the floor. On the axis this holds only for $y>1.49\,t$ ($y$ in $\mu$m, $t$ in min); nearer the mask $\ell_{111}$ is larger, because the lower level sets are narrower grooves that have already closed. At 3 min this corner lies $0.88\,\mu$m behind the floor, about four cells of the coarse grid, and it reaches the floor at $t_V$. The lag on this grid grows as the corner approaches: $0.29h$ at 1 min, $0.41h$ at 3 min and $0.53h$ at 3.5 min. How much of the excess is due to this corner alone is not separated here.

\paragraph{Wall.} At $y=2\,\mu$m the finest grid puts the wall at $x=3.602\,\mu$m at 3 min and $3.638\,\mu$m at 6 min; the exact values are 3.623 and 3.659. The lag is 21 nm, or $0.84h$, at both times. It was therefore acquired before 3 min and did not grow measurably afterwards. Its coefficient is taken from the computation. Measured vertically it is $\sqrt2\times0.84h=1.19h$, which accounts for nearly all of the mean error at 6 min, $1.20h$.

\paragraph{Apex.} In the closed groove, let $q=s/\sqrt2=0.3015$ be the vertical slope and $r=sR_{111}/\sin\alpha=0.0052\,\mu$m/min the common rate of fall of $\phi$. At $x=0$ the central lateral slope vanishes, so
\begin{equation}
-R_{100}q+A_xu_0=-r,\qquad u_0=\frac{0.3015-0.0052}{1.741}=0.170 .
\end{equation}
At the next node the slopes lie between \{311\} and \{111\}, where $\partial H/\partial p_x=-A_x$. The transport and dissipation terms then combine to $A_xu_1-V_{1y}q=-r$. The wall itself obeys $-A_xs+V_{1y}q=r$, so $u_1=s$: the corner layer is one cell wide. The additional depth lag is
\begin{equation}
\delta_{\rm apex}=\frac{s-u_0}{q}\,h=0.85\,h .
\end{equation}
Together with the wall lag this gives $2.04h=51$ nm at the finest grid, equal to the computed difference $7.175-7.124\,\mu$m.

\section{Guidance for use}

Compute $A_x$ and $A_y$ from the derivatives of the interpolated $H$, including every cone, and recompute them whenever the rates change. Values close to the maxima keep the floor lag small and permit the longest step.

Choose $h$ from the quantity of interest. For this groove and these rates, an apex error of 1\% of the depth needs $h\simeq0.072/2.04=0.035\,\mu$m. Once the grids are fine enough for the error to be linear in $h$, two of them allow extrapolation. The two finest grids at 6 min give $2\times7.1241-7.0732=7.1750\,\mu$m.

Do not replace $H$ between \{100\} and \{111\} by a single linear function to simplify the solver. That would lower $R_{311}$ to 0.608 $\mu$m/min and leave a false bevel. The exact facets then differ by $0.58\,\mu$m in mean depth at 3 min, far more than the grid error. The full convex envelope of $H$ is worse still. The \{100\} normal lies midway between two \{111\} normals, so $R_{100}$ would fall to at most $R_{111}/\cos\alpha=0.017\,\mu$m/min and the floor would almost stop.

\section{Relation to a real etch}

The rates are round numbers, roughly typical of hot concentrated KOH; the \{100\} to \{111\} ratio of 100 varies considerably with the bath. The \{311\} starting groove is a test shape, not a usual process step. Of the neglected effects estimated here, mask misalignment can become the largest. For a $100\,\mu$m long opening turned by $0.5^\circ$, the enclosing aligned rectangle is wider by $100\sin0.5^\circ-10(1-\cos0.5^\circ)=0.87\,\mu$m. After a long enough etch this deepens the groove by $0.62\,\mu$m; this is a final value, which need not be reached within the 6 min simulated here. With an assumed activation energy of 0.6 eV at 350 K, the rate changes by $E/k_BT^2=5.7\%$ per kelvin, or $0.17\,\mu$m of floor depth at 3 min. Once the groove has closed, its depth depends on temperature only through $R_{111}$, and the same relative change shifts it by just $0.006\,\mu$m at 6 min. Doubling $R_{111}$ deepens the closed groove by $0.10\,\mu$m at 6 min. Hydroxide depletion is slight: two ions per silicon atom, a diffusivity of $3\times10^{-9}$ m$^2$/s and a 7000 mol/m$^3$ bath give a concentration drop of 1.3\% across a $100\,\mu$m boundary layer. Whether a grid finer than $0.025\,\mu$m improves the prediction therefore depends on the stage of the etch. While the floor is open, a temperature error of 1 K far outweighs the floor lag of 7 nm. Once the groove has closed, the apex error of 51 nm should be compared with the uncertainties due to $R_{111}$ and alignment.
